# Specularity of a rough wall: pi squared or pi cubed?

**Q:** For the specularity of a rough film surface I use Ziman's formula, $p=\exp(-16\pi^3\eta^2/\lambda^2)$, with $\eta$ the rms roughness and $\lambda$ the wavelength. A colleague's code has $\pi^2$ in that place. I take that for a typing error in the code.

**A:** Let us derive the exponent. I use atomic units, so $\hbar=1$, and $k=2\pi/\lambda$. Take a scalar wave $e^{-ikz}$ falling at normal incidence on a hard wall at $z=h(x)$, with $\langle h\rangle=0$ and $\langle h^2\rangle=\eta^2$. Suppose first that the slopes are small and that the correlation length $\ell$ of the heights is much larger than $\lambda$. Each patch then reflects like a flat mirror at its own height. If the reflected wave is $R\,e^{ikz}$, zero total field at the wall requires

$$e^{-ikh}+R\,e^{ikh}=0,\qquad R=-e^{-2ikh}.$$

The phase due to roughness is $\varphi=2kh$; the factor 2 counts the way down and the way back. Its rms value is

$$s=2k\eta=\frac{4\pi\eta}{\lambda}.$$

The specular wave is the part of $R(x)$ that does not vary along the wall, so its amplitude is the average of $R$.

**Q:** That average is where I expect the third $\pi$. A Gaussian distribution brings one in.

**A:** It does, and the integral removes it. For Gaussian heights,

$$\langle e^{-i\varphi}\rangle=\frac{1}{\sqrt{2\pi}\,s}\int_{-\infty}^{\infty}d\varphi\;\exp\!\left(-\frac{\varphi^2}{2s^2}-i\varphi\right).$$

Since $(\varphi+is^2)^2=\varphi^2+2is^2\varphi-s^4$, the exponent can be written as

$$-\frac{\varphi^2}{2s^2}-i\varphi=-\frac{(\varphi+is^2)^2}{2s^2}-\frac{s^2}{2}.$$

The integrand is analytic and decays at both ends, so the path may be shifted by $-is^2$. The remaining Gaussian integral is $\sqrt{2\pi}\,s$, which cancels the prefactor:

$$\langle e^{-i\varphi}\rangle=e^{-s^2/2}.$$

This is an amplitude. In the Boltzmann boundary condition $p$ is the probability that a carrier is reflected specularly, hence an intensity ratio:

$$p=\left|\langle R\rangle\right|^2=e^{-s^2}=\exp\!\left(-\frac{16\pi^2\eta^2}{\lambda^2}\right).$$

Your expression equals $e^{-\pi s^2}$, which has an extra factor $\pi$ in the exponent. Whether that factor began as a printing slip or as a slip in algebra cannot be decided from the physics. With $\eta$ as the rms height, it is an error.

**Q:** Perhaps $\eta$ was meant differently. And "random phase" might mean something other than a Gaussian.

**A:** The $\pi^3$ form would be right if the true rms height were $\sqrt{\pi}\,\eta$. A common alternative width does not give that: for a height density proportional to $e^{-h^2/b^2}$ one has $\eta^2=b^2/2$, and the exponent becomes $8\pi^2b^2/\lambda^2$. If "random" meant a phase uniform over the full circle, the average would vanish and $p$ would be zero for any roughness.

The shape of the distribution matters little when the roughness is small. For zero mean and finite variance,

$$\langle e^{-i\varphi}\rangle\simeq1-\frac{s^2}{2},\qquad p\simeq1-s^2,\qquad -\ln p\simeq s^2.$$

The coefficient $-\ln p\,(\lambda/\eta)^2$ therefore tends to $16\pi^2=157.9$, whereas yours is $16\pi^3=496.1$. Heights spread uniformly over $\pm\sqrt3\,\eta$ give

$$p=\left(\frac{\sin a}{a}\right)^2,\quad a=\sqrt3\,s,\qquad -\ln p=\frac{a^2}{3}+\frac{a^4}{90}+\dots=s^2+\frac{s^4}{10}+\dots$$

Direct averaging gives a coefficient of 158.2 at $\eta/\lambda=0.01$ and 177.9 at $\eta/\lambda=0.08$. The Gaussian form is thus a statement about the height distribution once $s$ is near one, but the small-roughness limit is common to both.

**Q:** You assumed that each patch is a little mirror. A real wave diffracts. Could the missing $\pi$ come from that?

**A:** That can be checked without averaging phases. One writes the reflected field as a sum of plane waves, makes the total field vanish on the actual rough wall, and averages the specular amplitude over many walls. With $\eta=0.08\lambda$, $\ell=2\lambda$ and 400 periodic walls, the coefficient is 158.8. The statistical scatter of 400 walls is about $\pm2$, so this agrees with $16\pi^2$ at the level of 1 to 2% and is far from $16\pi^3$. The walls are built from modes of fixed amplitude and random phase, so their heights are only nearly Gaussian. The height profile varies along one direction here.

**Q:** Two wavelengths is still a smooth wall. What about atomic-scale roughness, with $\ell$ shorter than $\lambda$?

**A:** Then the coefficient does change. Let the height have Fourier components $h_q$, with $h_0=0$, and write the field as

$$\psi=e^{-ikz}+\sum_qR_q\,e^{iqx+i\beta_qz},\qquad \beta_q=\sqrt{k^2-q^2}.$$

For $|q|>k$, $\beta_q$ is imaginary and the wave decays away from the wall. Expand $\psi=\psi_0+\psi_1+\psi_2+\dots$ in powers of $h$. The flat-wall field is $\psi_0=-2i\sin kz$, so at $z=0$ its first derivative is $-2ik$ and its second derivative is zero. The condition $\psi(x,h)=0$ gives, at first order,

$$\psi_1(x,0)=-h\,\psi_0'(0)=2ikh,\qquad R_q^{(1)}=2ik\,h_q.$$

At second order the term with $\psi_0''(0)$ drops out, and

$$\psi_2(x,0)=-h\,\partial_z\psi_1=-h\sum_q(i\beta_q)(2ik\,h_q)e^{iqx}=2k\,h\sum_q\beta_qh_qe^{iqx}.$$

Averaging over $x$ pairs $h_q$ with $h_{-q}=h_q^*$. Since $\sum_q\langle|h_q|^2\rangle=\eta^2$, the specular amplitude is

$$\langle R_0\rangle=-1+2k\eta^2\langle\beta\rangle,$$

where $\langle\beta\rangle$ is the mean over the normalized roughness spectrum. Squaring the modulus and keeping order $\eta^2$,

$$1-p=4k\eta^2\langle\mathrm{Re}\,\beta\rangle.$$

For long $\ell$ the spectrum is narrow, $\beta\to k$, and $1-p=4k^2\eta^2=s^2$ as before. In general $\mathrm{Re}\,\beta\le k$, so at this order and at normal incidence a hard wall cannot have a coefficient above $16\pi^2$. Short correlation then moves it away from your value. A free surface, the usual case for phonons, has a different boundary condition and is not subject to this bound, although the long-$\ell$ result is the same.

The physical reason is that decaying waves carry no flux from the wall, and waves leaving at a steep angle from the normal carry less. For the height correlation $\eta^2e^{-x^2/\ell^2}$ the normalized spectrum is $\ell e^{-q^2\ell^2/4}/(2\sqrt\pi)$. When $k\ell\ll1$ it is flat over $|q|<k$, and

$$\langle\mathrm{Re}\,\beta\rangle\simeq\frac{\ell}{2\sqrt\pi}\int_{-k}^{k}\sqrt{k^2-q^2}\,dq=\frac{\sqrt\pi}{4}\,k^2\ell,\qquad 1-p\simeq\sqrt\pi\,k^3\eta^2\ell.$$

This limit is for heights that vary along one direction. For a hard wall equally rough in both directions, with height correlation $\eta^2e^{-r^2/\ell^2}$, averaging $\mathrm{Re}\,\beta$ over the two-dimensional spectrum gives instead $1-p\simeq\frac23k^4\eta^2\ell^2$. In both cases the slopes, of order $\eta/\ell$, must remain small. For walls that vary along one direction, with $\ell=0.25\lambda$ and $\eta=0.01\lambda$, $k\ell$ is not yet small, and the wave calculation gives a loss of 0.593 times $4k^2\eta^2$; the second-order formula for the same periodic wall gives 0.595.

**Q:** My carriers arrive at all angles, though.

**A:** At angle $\theta$ from the normal, the wave number along the normal is $k\cos\theta$. The mirror argument holds with $k$ replaced by this value, so for long $\ell$

$$p(\theta)=\exp\!\left(-\frac{16\pi^2\eta^2\cos^2\theta}{\lambda^2}\right).$$

At $45^\circ$ the predicted coefficient is 79.0 and the wave calculation gives 76.7, which is 3% lower. The scatter of 400 walls is about $\pm1$ here, and most of the shortfall comes from finite $\ell$. At second order the loss is $4k\cos\theta\,\eta^2\langle\mathrm{Re}\,\beta\rangle$, with $\beta=\sqrt{k^2-(k\sin\theta+q)^2}$. Expanding in $q$ with $\langle q^2\rangle=2/\ell^2$ lowers the coefficient by the fraction $1/(k^2\ell^2\cos^4\theta)$, which for $\ell=2\lambda$ is 2.5% at $45^\circ$ and 0.6% at normal incidence. The formula fails towards grazing incidence. A roughness component $q\sim1/\ell$ changes the normal wave number by about $q\tan\theta$, and this must be small compared with $k\cos\theta$. Shadowing must also be absent.

**Q:** Then I correct the exponent, call the remaining $1-p$ diffuse, and the film conductivity follows.

**A:** The second of those steps is a separate assumption. For long $\ell$ and normal incidence, the reflected field on the mean plane $z=0$ is $F(x)=-e^{-2ikh}$. A component $q$ leaves at an angle whose sine is $q/k$, so with $|F|=1$ and nearly equal flux weights,

$$\langle\sin^2\theta'\rangle=\frac{\langle|F'|^2\rangle}{k^2}=\frac{\langle|2kh'|^2\rangle}{k^2}=4\langle h'^2\rangle.$$

For the Gaussian correlation on an infinite wall this is $8\eta^2/\ell^2$, or 0.0128 for $\eta=0.08\lambda$ and $\ell=2\lambda$. The periodic walls omit $q=0$ and have their spectrum rescaled to keep $\eta$, which raises the prediction to 0.0136; the wave calculation on those walls gives 0.0131. The non-specular part alone has an rms sine of 0.14, against 0.58 for fully diffuse reflection from such a line-like wall. Those waves are not specular, but they stay close to the specular direction.

At an angle $\theta$ from the normal, the reflected field on the same plane is $-e^{ik_xx-2ik\cos\theta\,h}$ with $k_x=k\sin\theta$. Its local in-plane wave number is $k_x-2k\cos\theta\,h'$, and the mean of this is $k_x$ because $\langle h'\rangle=0$. For long $\ell$ and away from grazing incidence, the non-specular waves therefore keep most of their in-plane motion, and counting them as fully diffuse overstates its loss.

**Q:** Suppose I accept that assumption. Does the exponent change the conductivity enough to matter?

**A:** Let the film have thickness $d$ and bulk mean free path $\Lambda$, and set $\delta=d/\Lambda$, $\mu=\cos\theta$ and $a=\delta/\mu$. In units of $\Lambda$, a carrier travels $\zeta a$ to its first wall, with $\zeta$ uniform between 0 and 1, and $a$ between later walls. It survives bulk collisions over a distance $t$ with probability $e^{-t}$, and each independent wall event preserves its in-plane velocity with probability $p$. The mean distance before that velocity is lost is

$$T=1-e^{-\zeta a}+\sum_{n=1}^{\infty}p^n e^{-\zeta a-(n-1)a}(1-e^{-a}).$$

Summing the geometric series,

$$T=1-e^{-\zeta a}\left[1-\frac{p(1-e^{-a})}{1-pe^{-a}}\right]=1-\frac{(1-p)\,e^{-\zeta a}}{1-pe^{-a}}.$$

The average of $e^{-\zeta a}$ over $\zeta$ is $(1-e^{-a})/a$. The in-plane current weights directions by the squared in-plane velocity, proportional to $1-\mu^2$, whose integral from 0 to 1 is $2/3$. The ratio of film to bulk conductivity is therefore

$$F=\frac32\int_0^1(1-\mu^2)\left[1-\frac{(1-p)(1-e^{-a})}{a(1-pe^{-a})}\right]d\mu.$$

Now take one model acoustic branch, $E=vk$, with $\hbar v=0.04$ eV Å and phonon energy 0.002 eV. Let $\eta=5$ Å, $d=1000$ Å and $\Lambda=10000$ Å, so $\delta=0.1$. Assume also that the correlation length $\ell$ of the surface is well above the wavelength, as the mirror argument requires. Then

$$\lambda=\frac{2\pi\times0.04}{0.002}=125.7\ \text{Å},\qquad s=\frac{4\pi\times5}{125.7}=0.500,\qquad s^2=0.250.$$

At normal incidence $p=e^{-0.250}=0.779$. Your exponent is $0.250\,\pi=0.785$, which gives 0.456. Read backwards, a specularity of 0.779 would make you infer a roughness of $5/\sqrt\pi=2.82$ Å instead of 5 Å.

The conductivity ratios are:

| Specularity used | With $\pi^2$ | With $\pi^3$ |
|---|---:|---:|
| Normal-incidence $p$ at all angles | 0.574 | 0.354 |
| $p(\theta)$ | 0.825 | 0.684 |

Random sampling of carrier paths reproduces all four ratios to about 0.001. With $p(\theta)$, the correct exponent gives an effective path of $0.825\times10000\approx8250$ Å, or about 15600 bohr. The $\pi^3$ exponent lowers the conductivity by 17% relative to the correct one; with fixed $p$ it lowers it by 38%.

**Q:** So using one $p$ for all angles does even more damage than the extra $\pi$?

**A:** In this example, yes: 0.574 with the right exponent and fixed $p$ is lower than 0.684 with the wrong exponent and $p(\theta)$. The direction of the shift follows from $F$. The fraction $(1-p)/(1-pe^{-a})$ falls as $p$ rises, and $p(\theta)\ge p(0)$, so the angular form gives the larger conductivity. The weight $1-\mu^2$ favours shallow angles, where $p(\theta)$ is near one. Those are also the angles at which the formula for $p(\theta)$ is least secure.

I would therefore read these ratios as the sensitivity of a one-energy model to the exponent, not as a prediction for a real film. The exponent requires $\ell$ well above the wavelength of 126 Å, and that is also where counting $1-p$ as diffuse fails most. For a hard wall rough in both directions with $\ell=2\lambda$, second-order scattering at $45^\circ$ gives $1-p\approx0.12$, but the mean in-plane velocity falls by only about 0.4% per reflection. A ratio built on that loss would be near 0.99 rather than 0.825. For roughness with a shorter $\ell$, neither exponent can be relied on, and the specularity must be calculated for a free surface with that $\ell$. The model also leaves out the spread of phonon energies, interference between the two surfaces, conversion between polarizations at the surface, and the forward-directed scattering we found above. The numerical output below gives the values to more digits.

## Calculated quantities

```
COEFFICIENT -ln(p) lam^2/eta^2 (dimensionless)
16 pi^2: 157.91
16 pi^3: 496.10
Gaussian heights, quadrature, eta/lam=0.08: 157.91
uniform heights, eta/lam=0.01: 158.16
uniform heights, eta/lam=0.08: 177.87
WAVE EQUATION, ROUGH HARD WALL (lengths in wavelengths)
rms height 0.08, correlation length 2.0
period 60.37, walls per ensemble 400
coefficient at 0 deg: 158.8
coefficient at 45 deg: 76.7
16 pi^2 cos^2(45 deg): 79.0
largest flux error: 1.5e-07
mean sin^2 of reflected angle, waves: 0.01308
mean sin^2, 4 x mean squared slope: 0.01360
rms sine, non-specular flux only: 0.143
rms sine, fully diffuse (line-like wall): 0.577
SHORT CORRELATION LENGTH (lengths in wavelengths)
rms height 0.01, correlation length 0.25
loss / (4 k^2 eta^2), waves: 0.5926
loss / (4 k^2 eta^2), second order: 0.5952
same, infinite period: 0.6033
FILM EXAMPLE
hbar v: 0.04 eV angstrom
phonon energy: 0.002 eV
wavelength: 125.66 angstrom
rms roughness: 5.0 angstrom
rms phase: 0.5000 rad
exponent, pi^2: 0.2500
exponent, pi^3: 0.7854
specularity, pi^2: 0.7788
specularity, pi^3: 0.4559
roughness wrongly inferred by pi^3: 2.821 angstrom
thickness: 1000 angstrom
bulk mean free path: 10000 angstrom
conductivity ratio, pi^2, fixed p: 0.5742 (sampled 0.5751)
conductivity ratio, pi^3, fixed p: 0.3540 (sampled 0.3542)
conductivity ratio, pi^2, p(theta): 0.8248 (sampled 0.8260)
conductivity ratio, pi^3, p(theta): 0.6839 (sampled 0.6838)
effective path, pi^2, p(theta): 8248 angstrom = 15586 bohr
effective path, pi^3, p(theta): 6839 angstrom = 12924 bohr
```
